Donor decay averaged over randomly placed acceptors in d dimensions

**Problem**

An excited donor molecule has the lifetime τ when no acceptor is near. It can pass its excitation to an acceptor at distance r at the rate

k(r) = (1/τ)(R0/r)⁶.

The Förster radius R0 is thus the distance at which transfer to a single acceptor is as fast as all other decay together. The acceptors are fixed in space. They are placed independently and uniformly, with number density n, on a line (d = 1), in a plane (d = 2) or in a volume (d = 3) that also contains the donor. The experiment observes many donors, each with its own arrangement of acceptors.

(a) Find the survival probability of the donor for one given arrangement. Average it over all arrangements of N acceptors in a region of volume V, and take the limit N, V → ∞ at fixed n = N/V.

(b) Evaluate the average for general d. How does it depend on time, and for which d does it exist? Write out the case d = 3.

(c) Find the initial decay rate of the averaged survival. What changes if no acceptor can come closer to the donor than a distance a?

(d) The rate above uses the orientation factor κ² = 2/3 of rapidly turning dipoles. How does the result for d = 3 change if all dipoles are frozen in random directions?

(e) For d = 3 find the donor yield relative to that of an unquenched donor. Then evaluate the results for R0 = 5 nm, τ = 4 ns, n = 0.001 nm⁻³ and, where needed, a = 1 nm. These are round model parameters.

**Assumptions**

Transfer is described by a rate. This requires weak coupling and times longer than the electronic dephasing time. An excitation does not return from an acceptor and does not hop between donors. Excitation is weak enough that every acceptor is ready to receive. The r⁻⁶ law treats both molecules as point dipoles, which requires distances larger than the molecules themselves. Nothing diffuses during the decay. In a liquid this sits badly with rapidly turning dipoles, because the low viscosity that permits fast rotation also permits translation. For spheres of radius 0.5 nm in water the rotation time is about 0.1 ns and the relative diffusion coefficient about 1 nm² ns⁻¹, which for the parameters of part (e) lowers the transfer factor at t = τ from 0.40 to about 0.33. Rigid media meet the assumption, but there the frozen result of part (d) is the relevant one. Except where a closest distance a is introduced, the acceptors are points that may come arbitrarily close to the donor.

**Solution**

**(a) One arrangement, then the average**

Let the acceptors sit at distances r₁, …, r_N. The donor has N + 1 independent ways to lose its excitation, and their rates add. Its excitation probability p(t) obeys

dp/dt = −(1/τ + K) p, with K = Σ_j k(r_j).

For a fixed arrangement K is constant, so with p(0) = 1

p(t) = exp(−t/τ) exp(−Kt) = exp(−t/τ) ∏_j exp[−k(r_j)t].

Each single donor decays exponentially. A non-exponential signal can come only from the spread of K over the donors.

The factor exp(−t/τ) is common to all donors and stays outside the average. Write the averaged survival as

S(t) = exp(−t/τ) G(t), G(t) = ⟨∏_j exp[−k(r_j)t]⟩.

G is the transfer factor. The positions are independent, so the average of the product is the product of the averages. Each acceptor has the probability density 1/V, and all N factors are equal:

G = [(1/V) ∫_V exp(−kt) dᵈr]^N.

Since (1/V)∫_V dᵈr = 1, the bracket can be written as one minus a small quantity:

G = [1 − (1/V) ∫_V (1 − exp(−kt)) dᵈr]^N.

Put 1/V = n/N and define

J_V = n ∫_V (1 − exp(−kt)) dᵈr.

Then

ln G = N ln(1 − J_V/N) = −J_V − J_V²/(2N) − …

If J_V tends to a finite value J as the region grows, every term after the first vanishes for N → ∞, and

G(t) = exp(−J), J = n ∫ (1 − exp(−k(r)t)) dᵈr, (1)

with the integral over all space. The quantity 1 − exp(−kt) is the probability that an acceptor at r, acting alone, would have taken the excitation by time t. J is therefore the mean number of acceptors that would have done so.

**(b) The integral and its time dependence**

Let s = t/τ, and let V_d be the volume of the unit ball: V₁ = 2, V₂ = π, V₃ = 4π/3. A ball of radius r has the volume V_d rᵈ, so a thin shell has the volume V_d d rᵈ⁻¹ dr. Equation (1) becomes

J = n V_d I, I = ∫₀^∞ d rᵈ⁻¹ (1 − e^(−u)) dr, u = kt = s(R0/r)⁶.

Integrate by parts. The factor d rᵈ⁻¹ is the derivative of rᵈ, and the derivative of 1 − e^(−u) is e^(−u) du/dr:

I = [rᵈ(1 − e^(−u))]₀^∞ − ∫₀^∞ rᵈ e^(−u) (du/dr) dr.

At r → 0 the bracket lies between 0 and rᵈ, so it vanishes. At r → ∞, u is small and 1 − e^(−u) ≈ u, so the bracket behaves as s R0⁶ rᵈ⁻⁶. It vanishes if d < 6.

In the remaining integral take u as the variable. As r runs from 0 to ∞, u runs from ∞ to 0. Reversing the limits cancels the minus sign:

I = ∫₀^∞ rᵈ e^(−u) du.

From u = s(R0/r)⁶ follows r = R0 (s/u)^(1/6), hence rᵈ = R0ᵈ s^(d/6) u^(−d/6), and

I = R0ᵈ s^(d/6) ∫₀^∞ u^(−d/6) e^(−u) du = R0ᵈ s^(d/6) Γ(1 − d/6).

The last step is the definition of the gamma function, Γ(p) = ∫₀^∞ u^(p−1) e^(−u) du, with p = 1 − d/6. It converges at u → 0 if p > 0, which is again d < 6.

Define the mean number of acceptors within R0 of a donor,

c = n V_d R0ᵈ.

The averaged survival is then

S(t) = exp(−t/τ) exp[−c Γ(1 − d/6) (t/τ)^(d/6)], 0 < d < 6. (2)

The transfer factor G is a stretched exponential with exponent d/6. The full survival S is not one, because it also contains the ordinary exponential. To see the power law in data, one divides S by the decay of the donor without acceptors and plots −ln G against t on logarithmic scales; the slope is d/6.

The exponent has a simple origin. An acceptor has probably acted by time t if k(r)t > 1, that is, if r < R0 s^(1/6). This reaction radius grows as t^(1/6). The mean number of acceptors within it is c s^(d/6), and the gamma function accounts for the soft edge. The 6 comes from the distance law of the rate, and d from the way volume grows with radius.

For d = 3 the constant is Γ(1/2). With u = y² and du = 2y dy,

Γ(1/2) = ∫₀^∞ u^(−1/2) e^(−u) du = 2 ∫₀^∞ e^(−y²) dy = √π.

Therefore

S(t) = exp[−t/τ − b√(t/τ)], b = √π c = (4/3)π^(3/2) n R0³. (3)

This is the square-root-of-time law.

*Failure at d = 6.* The condition d < 6 is no restriction for real geometries, but it shows what the result rests on. Far from the donor the integrand of I is d s R0⁶ rᵈ⁻⁷. At d = 6 this is 6s R0⁶/r, and each doubling of a large outer radius adds 6s ln 2 to I/R0⁶, which is 4.1589 at t = τ. J then grows without bound as the region grows, so G tends to zero at every t > 0 and no finite decay law remains. For d < 6 distant acceptors contribute a finite amount.

*Finite number of acceptors.* For d = 3, let N acceptors fill a ball of radius R around the donor. Then N = n V₃ R³, so (R0/R)³ = c/N. Two corrections of order 1/N arise. First, the region outside the ball is missing from J. There u is small, and

J − J_V ≈ n ∫_R^∞ 4πr² s(R0/r)⁶ dr = n (4π/3) s R0⁶/R³ = c s (R0/R)³ = c²s/N.

Second, the expansion of the logarithm gives −J²/(2N). With J = b√s,

ln(G_N/G) ≈ (c²s − b²s/2)/N.

For the parameters of part (e) at t = τ the coefficient is −0.1565. The transfer factor computed for N = 10, 100 and 1000 is 0.3891, 0.3947 and 0.3953, and the limit is 0.3953.

**(c) The initial decay and the closest distance**

Differentiating the exponent in (2) gives the transfer rate seen in the averaged signal:

−d ln G/dt = (d/6) c Γ(1 − d/6) s^(d/6)/t.

Since d/6 < 1, it diverges as t → 0, so there is no finite initial rate. To see why, go back to G = ⟨e^(−Kt)⟩:

−d ln G/dt = ⟨K e^(−Kt)⟩/⟨e^(−Kt)⟩.

This is the mean of K over the donors still excited at time t. The donors with close acceptors drop out first, and the survivors have smaller K, so the observed rate falls with time. At t = 0 the expression is the plain mean of K,

⟨K⟩ = n ∫ k dᵈr = (n V_d d R0⁶/τ) ∫₀^∞ rᵈ⁻⁷ dr,

and for d < 6 this diverges at small r. A few donors with very close acceptors make the mean rate infinite. The averaged survival stays finite, because however large K is, e^(−Kt) lies between 0 and 1. Replacing ⟨e^(−Kt)⟩ by e^(−⟨K⟩t) would predict complete quenching at any t > 0.

Real molecules have a closest distance a. Let the acceptors have density n for r > a and be absent for r < a. The integration by parts is the same with lower limit a. There u has the value

u_a = s(R0/a)⁶.

The boundary term at a is now −aᵈ(1 − e^(−u_a)), and u runs from 0 to u_a only:

J_a = c { s^(d/6) γ(1 − d/6, u_a) − (a/R0)ᵈ (1 − e^(−u_a)) }, (4)

where γ(p, x) = ∫₀ˣ u^(p−1) e^(−u) du is the incomplete gamma function.

*Early times, u_a ≪ 1.* Here e^(−u) ≈ 1 in the integrand, so γ(p, u_a) ≈ u_a^p/p with p = (6 − d)/6. The first term in the braces becomes

s^(d/6) · s^(1−d/6) (R0/a)^(6−d) · 6/(6 − d) = s (R0/a)^(6−d) · 6/(6 − d).

The second becomes −(a/R0)ᵈ s (R0/a)⁶ = −s (R0/a)^(6−d). Since 6/(6 − d) − 1 = d/(6 − d),

J_a ≈ c · d/(6 − d) · (R0/a)^(6−d) · t/τ.

The decay now starts linearly in t, with a finite mean transfer rate.

*Late times, u_a ≫ 1.* The incomplete gamma function tends to Γ(1 − d/6) and e^(−u_a) to zero:

J_a ≈ c Γ(1 − d/6) s^(d/6) − c (a/R0)ᵈ.

The stretched law returns, and S is larger than in (2) by the constant factor exp[c(a/R0)ᵈ]. The quantity c(a/R0)ᵈ is the mean number of acceptors that the excluded region would have held. The change between the two regimes occurs near u_a = 1, at t = τ(a/R0)⁶.

**(d) Frozen dipoles in three dimensions**

Let e and f be the unit vectors along the transition dipoles of donor and acceptor, and r̂ the unit vector joining the molecules. The orientation factor is

κ = e·f − 3(e·r̂)(f·r̂).

R0 was defined with κ² = 2/3, and the rate is proportional to κ², so

k = (1/τ)(3κ²/2)(R0/r)⁶.

Hold the donor dipole e fixed. Each acceptor now has a random direction f as well as a random position, and the average in part (a) includes f. For given r̂ and f the radial integral is that of part (b), with R0⁶ replaced by (3κ²/2)R0⁶. For d = 3 its result is proportional to the square root of this quantity, so R0³ becomes √(3/2)|κ|R0³. Averaging over r̂ and f gives

b_frozen = √(3/2) ⟨|κ|⟩ b.

To find ⟨|κ|⟩, write κ = F·f with F = e − 3(e·r̂)r̂. With x = e·r̂,

|F|² = 1 − 6x² + 9x² = 1 + 3x².

If α is the angle between f and F, then |κ| = √(1 + 3x²)|cos α|. For an isotropic f, cos α is uniform between −1 and 1, so ⟨|cos α|⟩ = 1/2. For an isotropic r̂, |x| is uniform between 0 and 1. Thus

⟨|κ|⟩ = (1/2) ∫₀¹ √(1 + 3x²) dx.

An antiderivative of the integrand is (x/2)√(1 + 3x²) + asinh(√3 x)/(2√3). Its derivative is

(1/2)√(1 + 3x²) + (3x² + 1)/(2√(1 + 3x²)) = √(1 + 3x²),

as required. At x = 1 the first term is 1, and at x = 0 both vanish. Hence

⟨|κ|⟩ = 1/2 + asinh(√3)/(4√3) = 0.6901, b_frozen = 0.8452 b.

The square-root law survives with a smaller coefficient. The reduction has a general reason: the same averages give ⟨κ²⟩ = ⟨1 + 3x²⟩/3 = 2/3, and the mean of |κ| cannot exceed the root of the mean square.

The result does not depend on e, because in three dimensions r̂ takes all directions equally. No further average over donors is needed. On a line this is different: x is then fixed by the donor, and the coefficient of s^(1/6) varies from donor to donor as (1 + 3x²)^(1/6), that is, by at most 4^(1/6) = 1.26. The average over e must be taken of the exponential itself, so the decay is not strictly a single stretched exponential. The departure is small: for c = 0.5 the slope of −ln G at t = τ is 0.1664 instead of 0.1667. In a plane, too, the coefficient depends on the angle between e and the plane.

The value κ² = 2/3 requires that the dipoles turn quickly compared with the transfer. For very close acceptors k is so large that this condition fails, so (3) with the unreduced b is least secure at early times.

**(e) Yield and numbers**

The emission rate of a donor is proportional to its excitation probability, so the yield relative to an unquenched donor is the ratio of the time integrals. The integral of exp(−t/τ) is τ, and therefore

Φ = (1/τ) ∫₀^∞ S dt = ∫₀^∞ exp(−s − b√s) ds.

Put s = x², ds = 2x dx:

Φ = ∫₀^∞ 2x exp(−x² − bx) dx.

Write 2x = (2x + b) − b. The part with 2x + b is the negative derivative of the exponential and integrates to 1:

Φ = 1 − b ∫₀^∞ exp(−x² − bx) dx.

Complete the square, x² + bx = (x + b/2)² − b²/4, and shift the variable to y = x + b/2:

Φ = 1 − b e^(b²/4) ∫_{b/2}^∞ e^(−y²) dy = 1 − (√π/2) b e^(b²/4) erfc(b/2). (5)

For small b this is Φ ≈ 1 − (√π/2)b, so at low density the loss of yield is proportional to n. The transfer efficiency is 1 − Φ, since each excitation is either transferred or lost in the donor's own decay.

*Coefficients.* For n = 0.001 nm⁻³ and R0 = 5 nm,

c = 0.001 × (4π/3) × 125 = 0.5236,
b = 1.77245 × 0.5236 = 0.9281.

On average about half an acceptor lies within R0.

*Survival.* At t = 1, 4 and 16 ns, √(t/τ) is 0.5, 1 and 2. The two factors and their product are:

t = 1 ns: S = 0.7788 × 0.6287 = 0.490
t = 4 ns: S = 0.3679 × 0.3953 = 0.145
t = 16 ns: S = 0.0183 × 0.1563 = 0.0029

The exponents t/τ and b√(t/τ) are equal when √(t/τ) = b, at t = b²τ = 3.445 ns. Before this time transfer has the larger exponent; after it, the donor's own decay has.

*The 1/e time.* The condition s + b√s = 1 is quadratic in √s, with the positive root √s = [√(b² + 4) − b]/2. It gives t = 1.630 ns, against 4 ns without acceptors. Because the decay is not exponential, the yield is not the ratio of this time to τ, although under (3) the 1/e time does determine b = (1 − s)/√s and through it the yield. The ratio is 1.630/4 = 0.41, whereas (5) gives

Φ = 0.478, efficiency 1 − Φ = 0.522.

*Closest distance of 1 nm.* Here a/R0 = 0.2. The change of regime lies at 4 ns × 0.2⁶ = 0.256 ps. The initial mean transfer rate is

(c/τ)(R0/a)³ = (0.5236/4 ns) × 125 = 16.4 ns⁻¹.

At late times S is raised by the factor exp(0.5236 × 0.008) = 1.0042, which is 0.4 per cent. Within the static model, the closest distance thus hardly alters the point-acceptor law on the nanosecond scale. By equation (4), transfer has removed only about 0.36 per cent of the excitation by the change of regime. The initial rate is also sensitive to the point-dipole law near r = a: dipoles 0.8 nm long raise it by about 5 per cent. The linear regime can be observed as calculated only if dephasing is much faster than 0.256 ps; otherwise the rate description fails there first.

*Frozen dipoles.* The coefficient b falls by the factor 0.8452, and the transfer factor at t = τ rises from 0.3953 to 0.4564.

*Other dimensions.* With the same R0, a line with n = 0.05 nm⁻¹ has c = 0.05 × 2 × 5 = 0.5, and a plane with n = 0.01 nm⁻² has c = 0.01 × π × 25 = 0.7854. At t = τ equation (2) gives

d = 1: G = exp(−1.12879 × 0.5) = 0.5687
d = 2: G = exp(−1.35412 × 0.7854) = 0.3452

**Numerical check.** The numerical check tests (2) and (4) by radial quadrature, and the averages by placing acceptors at random in Cartesian coordinates. The sampled transfer factors at t = τ are 0.5760 ± 0.0032, 0.3433 ± 0.0027 and 0.3938 ± 0.0024 for d = 1, 2 and 3, and 0.4511 ± 0.0025 for frozen dipoles; the uncertainties are one standard error. The line and the frozen dipoles deviate most from the formulas, by a little over two standard errors. This is within the limit set for the test, four standard errors plus 0.001 for the finite number of acceptors. The sampled yield, 0.4768 ± 0.0021, agrees with (5) within one standard error.

Numbers as computed

```
R0 = 5.0 nm, tau = 4.0 ns
d=1: time exponent by quadrature = 0.16667, Gamma(1-d/6) = 1.12879
d=2: time exponent by quadrature = 0.33333, Gamma(1-d/6) = 1.35412
d=3: time exponent by quadrature = 0.50000, Gamma(1-d/6) = 1.77245
d=4: time exponent by quadrature = 0.66667, Gamma(1-d/6) = 2.67894
d=5: time exponent by quadrature = 0.83333, Gamma(1-d/6) = 5.56632
d=6, t=tau: growth per doubling of outer radius = 4.1589
N=10: transfer factor at t=tau, d=3 = 0.389137
N=100: transfer factor at t=tau, d=3 = 0.394703
N=1000: transfer factor at t=tau, d=3 = 0.395260
N=infinity: transfer factor = 0.395322
N*ln(finite/limit) at N=1000 = -0.1565, predicted -0.1565
d=1: density = 0.050 nm^-1, c = 0.5000
  transfer factor at t=tau: law 0.5687, sampled 0.5760 +- 0.0032
d=2: density = 0.010 nm^-2, c = 0.7854
  transfer factor at t=tau: law 0.3452, sampled 0.3433 +- 0.0027
d=3: density = 0.001 nm^-3, c = 0.5236
  transfer factor at t=tau: law 0.3953, sampled 0.3938 +- 0.0024
d=3: b = 0.9281, b/sqrt(tau) = 0.4640 ns^-1/2
t = 1 ns: exp(-t/tau) = 0.7788, transfer factor = 0.6287, S = 0.48967
t = 4 ns: exp(-t/tau) = 0.3679, transfer factor = 0.3953, S = 0.14543
t = 16 ns: exp(-t/tau) = 0.0183, transfer factor = 0.1563, S = 0.00286
1/e time of the donor = 1.630 ns
time of equal exponents = 3.445 ns
relative donor yield: law 0.4781, sampled 0.4768 +- 0.0021
transfer efficiency = 0.5219
closest distance = 1.0 nm
  crossover time tau*(a/R0)^6 = 0.256 ps
  initial mean transfer rate, d=3 = 16.36 ns^-1
  late-time factor on S, d=3 = 1.00420
frozen dipoles: mean |kappa| = 0.6901, factor on b = 0.8452
  transfer factor at t=tau: law 0.4564, sampled 0.4511 +- 0.0025
```
